# Band extrema of the one-orbital triangular lattice and their momenta

## Problem

Copper delafossites, a family of oxides that includes p-type conductors, contain metal ions arranged in triangular layers. The simplest model of such a layer has one orbital \(|\mathbf R\rangle\) on each site of a triangular lattice with spacing \(a\). The orbitals are orthonormal, their on-site energy is zero, and electrons do not interact. The Hamiltonian is

\[
H=-t\sum_{\text{bonds }ij}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),\qquad t>0,
\]

where each nearest-neighbour bond is counted once. The lattice is infinite, or a periodic cluster with at least three sites along each side, and is generated by

\[
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).
\]

(a) Diagonalize \(H\) and find the band energy \(E(\mathbf k)\).

(b) Find the lowest and highest band energies and all momenta at which they occur. Prove that they are global extrema.

(c) Explain in real space why the two extrema are not equally far from zero.

(d) Find the effective masses at both band edges, and decide what kind of point the midpoint of a zone edge is.

(e) Evaluate the results for the model parameters \(t=0.20\) eV and \(a=0.30\) nm. Does a periodic cluster of \(10\times10\) sites reach the top of the band?

(f) What changes for holes if the sign of \(t\) is reversed?

## Solution

### (a) The band energy

All sites are equivalent under translation, so we try the Bloch wave \(\psi(\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\). The six nearest neighbours of a site lie at \(\boldsymbol\delta=\pm\mathbf a_1,\ \pm\mathbf a_2,\ \pm(\mathbf a_1-\mathbf a_2)\). Therefore

\[
(H\psi)(\mathbf R)=-t\sum_{\boldsymbol\delta}\psi(\mathbf R+\boldsymbol\delta)
=\Big(-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}\Big)\psi(\mathbf R).
\]

The bracket does not depend on \(\mathbf R\), so it is the eigenvalue. Define \(\theta_1=\mathbf k\cdot\mathbf a_1\) and \(\theta_2=\mathbf k\cdot\mathbf a_2\). Each pair \(\pm\boldsymbol\delta\) gives twice a cosine:

\[
E(\mathbf k)=-2t\left[\cos\theta_1+\cos\theta_2+\cos(\theta_1-\theta_2)\right].
\]

In Cartesian components, \(\theta_1=k_xa\), while \(\theta_2\) and \(\theta_1-\theta_2\) equal \(\tfrac12k_xa\pm\tfrac{\sqrt3}{2}k_ya\). Adding the last two cosines gives

\[
E(\mathbf k)=-2t\left[\cos(k_xa)+2\cos\left(\tfrac12k_xa\right)\cos\left(\tfrac{\sqrt3}{2}k_ya\right)\right].
\]

### (b) The extrema

**Minimum.** Each of the three cosines is at most 1, so \(E\ge-6t\). Equality requires all three to equal 1, hence \(\theta_1=\theta_2=0\) modulo \(2\pi\). This is the zone centre \(\Gamma\), \(\mathbf k=0\), up to reciprocal lattice vectors.

**Maximum.** The three cosines cannot all equal \(-1\): if \(\theta_1=\theta_2=\pi\), then \(\cos(\theta_1-\theta_2)=+1\). To find the true bound, define

\[
f=1+e^{i\theta_1}+e^{i\theta_2}.
\]

In \(|f|^2=ff^*\), the three diagonal products give 3, and the cross products form three conjugate pairs:

\[
|f|^2=3+2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1-\theta_2)=3-\frac{E}{t}.
\]

Hence

\[
E(\mathbf k)=3t-t|f|^2 .
\]

Since \(|f|^2\ge0\) and \(t>0\), \(E\le3t\), with equality if and only if \(f=0\).

The imaginary part of \(f=0\) gives \(\sin\theta_1=-\sin\theta_2\), so \(\cos\theta_1=\pm\cos\theta_2\). The real part requires \(\cos\theta_1+\cos\theta_2=-1\), which excludes the minus sign. Thus both cosines equal \(-\tfrac12\) and the sines are opposite. Modulo \(2\pi\), there are two solutions:

\[
(\theta_1,\theta_2)=\left(\tfrac{4\pi}{3},\tfrac{2\pi}{3}\right)
\quad\text{or}\quad
\left(\tfrac{2\pi}{3},\tfrac{4\pi}{3}\right).
\]

Inverting the definitions of the phases gives \(k_x=\theta_1/a\) and \(k_y=(2\theta_2-\theta_1)/(\sqrt3\,a)\). The two solutions are therefore

\[
\mathbf K=\left(\frac{4\pi}{3a},0\right),\qquad
\left(\frac{2\pi}{3a},\frac{2\pi}{\sqrt3\,a}\right).
\]

The reciprocal vectors, defined by \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\), are

\[
\mathbf b_1=\frac{2\pi}{a}\left(1,-\frac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{a}\left(0,\frac2{\sqrt3}\right).
\]

The second solution equals \(-\mathbf K+\mathbf b_1+\mathbf b_2\), so it is equivalent to \(\mathbf K'=-\mathbf K\). The points \(\mathbf K\) and \(\mathbf K'\) are themselves inequivalent, because their phases differ by \(8\pi/3\) and \(4\pi/3\), which are not multiples of \(2\pi\). They are the two distinct corners of the hexagonal Brillouin zone.

The result is

\[
E_{\min}=-6t\ \text{ at }\Gamma,\qquad
E_{\max}=+3t\ \text{ at }\mathbf K\text{ and }\mathbf K'.
\]

The total width is \(9t\). Both values follow from bounds that are attained, so no separate comparison of stationary points is needed.

### (c) Why the band is asymmetric

Consider the upward triangles with corners \(\mathbf R,\ \mathbf R+\mathbf a_1,\ \mathbf R+\mathbf a_2\). Each \(\mathbf R\) supplies one bond in each of the three bond directions, so every bond belongs to one upward triangle. Every site belongs to three. For a normalized state with amplitudes \(\psi_i\), this counting gives

\[
\sum_{\triangle}|\psi_1+\psi_2+\psi_3|^2
=3\sum_i|\psi_i|^2+\sum_{\text{bonds }ij}(\psi_i^*\psi_j+\psi_j^*\psi_i).
\]

The first sum on the right is 1, and the bond sum is \(-\langle H\rangle/t\). Hence

\[
\langle H\rangle=3t-t\sum_{\triangle}|\psi_1+\psi_2+\psi_3|^2 .
\]

The energy \(3t\) is reached only by states whose amplitudes cancel on every upward triangle. At \(\mathbf K\), the three amplitudes are equal in size and their phases are \(0,\ 4\pi/3,\ 2\pi/3\). At \(\Gamma\) all amplitudes are equal and every bond lowers the energy fully. An energy of \(+6t\) would require opposite amplitudes across every bond, but three sites of a triangle cannot all be opposite to one another.

The third moment of the spectrum expresses the same asymmetry. On the infinite lattice, or on a periodic cluster with at least four sites along each side, a closed three-step walk goes round a triangle. There are six choices for the first step, and each neighbouring pair has two common neighbours, so there are 12 walks per site:

\[
\frac1N\operatorname{Tr}H^3=12(-t)^3=-12t^3 .
\]

A spectrum symmetric about zero would have a vanishing third moment.

### (d) Masses and the edge midpoint

**Near \(\Gamma\).** Put \(\mathbf k=\mathbf q\) with \(qa\ll1\) and expand the sum over neighbours. The linear terms cancel between \(\pm\boldsymbol\delta\):

\[
E\approx-6t+\frac t2\sum_{\boldsymbol\delta}(\mathbf q\cdot\boldsymbol\delta)^2 .
\]

The neighbour directions are \(60^\circ\) apart, so the six values of \(\cos^2\) add to 3 for any direction of \(\mathbf q\). The sum is \(3a^2q^2\), and

\[
E\approx-6t+\tfrac32ta^2q^2,\qquad m_\Gamma=\frac{\hbar^2}{3ta^2},
\]

where the mass follows from equating the quadratic term to \(\hbar^2q^2/2m_\Gamma\).

**Near \(\mathbf K\).** Put \(\mathbf k=\mathbf K+\mathbf q\), \(x=\mathbf q\cdot\mathbf a_1\), \(y=\mathbf q\cdot\mathbf a_2\) and \(\omega=e^{2\pi i/3}\). Since \(1+\omega^2+\omega=0\), the leading term of \(f\) is linear:

\[
f=1+\omega^2e^{ix}+\omega e^{iy}\approx i(\omega^2x+\omega y).
\]

The cross term in \(|f|^2\) is \(2xy\,\mathrm{Re}\,\omega=-xy\). Inserting \(x=aq_x\) and \(y=a(q_x+\sqrt3q_y)/2\) gives

\[
|f|^2\approx x^2+y^2-xy=\tfrac34a^2(q_x^2+q_y^2).
\]

For a hole, the band energy is written \(E_{\max}-\hbar^2q^2/2m_K\). Therefore

\[
E\approx3t-\tfrac34ta^2q^2,\qquad m_K=\frac{2\hbar^2}{3ta^2}=2m_\Gamma .
\]

The same mass holds at \(\mathbf K'\), because \(E(-\mathbf k)=E(\mathbf k)\). Unlike at \(\Gamma\), the next term at \(\mathbf K\) is cubic, \(\tfrac{\sqrt3}{8}ta^3(q_x^3-3q_xq_y^2)\), so the isotropic mass describes only the immediate band edge: where the parabola gives a depth of \(0.13t\), the true depth along \(\pm q_x\) already differs from it by more than 10%.

**At the edge midpoint.** Take \(\mathbf M=\mathbf b_2/2\), where \(\theta_1=0\) and \(\theta_2=\pi\). Then \(f=1\) and \(E=2t\). With \(\mathbf k=\mathbf M+\mathbf q\) and the same \(x,y\),

\[
\begin{aligned}
E&=-2t[\cos x-\cos y-\cos(x-y)]\\
&\approx2t+t[x^2-y^2-(x-y)^2]\\
&=2t+ta^2\left(\tfrac12q_x^2-\tfrac32q_y^2\right).
\end{aligned}
\]

The second derivatives are \(+ta^2\) and \(-3ta^2\). The point is a saddle, as are the other edge midpoints by rotation.

### (e) Numerical values

The band edges are

\[
E_{\min}=-6(0.20)=-1.20\ \text{eV},\qquad
E_{\max}=3(0.20)=0.60\ \text{eV},
\]

and the width is 1.80 eV. The saddle lies at 0.40 eV, which is 0.20 eV below the top. The corner momentum is

\[
|\mathbf K|=\frac{4\pi}{3(0.30\ \text{nm})}=13.96\ \text{nm}^{-1}.
\]

For the masses, \(3ta^2=3(0.20)(0.30)^2=0.054\) eV nm² and \(\hbar^2/m_e=0.0762\) eV nm², where \(m_e\) is the free-electron mass. Thus

\[
m_\Gamma=\frac{0.0762}{0.054}\,m_e=1.41\,m_e,\qquad m_K=2.82\,m_e .
\]

Diagonalizing the real-space matrix of a \(12\times12\) periodic cluster gives these two band edges. Its lowest level is single and its highest is double, and the eigenvectors have the momenta found in part (b); the values are in the numerical output.

A periodic \(L\times L\) cluster allows only phases \(\theta_i=2\pi m_i/L\) with integer \(m_i\). The corners require \(m_i=L/3\) and \(2L/3\), so they are present only when \(L\) is divisible by 3. The \(10\times10\) cluster misses them. Its highest level is \(2.854t=0.571\) eV, which is 0.029 eV below the true top. It is attained, for example, at \((m_1,m_2)=(7,3)\), where the cosines are \(-0.309,\ -0.309,\ -0.809\). The shortfall comes from the sampling of momenta and does not contradict the value \(3t\).

### (f) Reversed hopping sign

\(H\) is proportional to \(t\), so reversing its sign turns the band upside down. The top is then \(+6|t|=1.20\) eV at \(\Gamma\), and the bottom is \(-3|t|=-0.60\) eV at \(\mathbf K\) and \(\mathbf K'\). The hole mass becomes \(\hbar^2/(3|t|a^2)=1.41\,m_e\).

This sign cannot be removed by redefining orbital signs. Around a triangle, each orbital enters two of the three hopping elements, so the product \((-t)^3\) is unchanged by any such redefinition.

The difference matters for p-type conduction because holes occupy the band top. In two dimensions, a parabolic valley contains \(\pi q^2/(2\pi)^2\) states per area and spin within radius \(q\). With \(q^2=2m\varepsilon/\hbar^2\), where \(\varepsilon\) is the depth below the top, the density of states is \(m/(2\pi\hbar^2)\). For \(t>0\) there are two valleys of doubled mass, and for \(t<0\) there is one lighter valley. In the limit \(\varepsilon\to0\), the density of states is therefore four times larger for \(t>0\) at equal \(|t|\) and \(a\). The ratio grows with depth, because for \(t>0\) the saddle lies only \(t\) below the top: it is about 4.1 at \(\varepsilon=0.13|t|\) (the thermal energy at 300 K for \(|t|=0.20\) eV) and about 4.8 at \(\varepsilon=0.5|t|\).

These conclusions belong to the nearest-neighbour, one-orbital model. A real oxide valence band also involves several metal orbitals and hopping through oxygen, which can change both the order of the energies and the masses. In an amorphous film, \(\mathbf k\) no longer labels the eigenstates, so the momenta found here do not carry over.

## Calculated quantities

```
hopping t = 0.20 eV
lattice spacing a = 0.30 nm
cluster side L = 12, sites = 144
lowest level = -1.2000 eV = -6.0000 t
highest level = 0.6000 eV = 3.0000 t
band width = 1.8000 eV
degeneracy: lowest 1, highest 2
lowest state: k = 0.0000 b1 + 0.0000 b2
highest state: k = 0.3333 b1 + 0.6667 b2
  Cartesian k = (6.981, 12.092) 1/nm
highest state: k = 0.6667 b1 + 0.3333 b2
  Cartesian k = (13.963, 0.000) 1/nm
distance from zone centre to K = 13.963 1/nm
fine mesh 300 x 300: minima 1, maxima 2
third moment per site = -12.0000 t^3
energy at M = 0.4000 eV = 2.0000 t
curvatures at M = -3.000, 1.000 t a^2
hbar^2/m_e = 0.07620 eV nm^2
electron mass at zone centre = 1.411 m_e
hole mass at K = 2.822 m_e
mass ratio K / centre = 2.0000
10 x 10 cluster: highest level = 0.5708 eV = 2.8541 t
reversed sign: lowest level = -0.6000 eV
reversed sign: highest level = 1.2000 eV
reversed sign: number of band tops = 1
```
